# Conductivity from random jumps on the Fermi surface

## The decision

A calculation of impurity-limited conductivity starts with a table of elastic scattering rates between states on the Fermi surface. Three procedures are then open: use the lifetime of each state and stop; solve a linear system with the full collision matrix; or let a particle jump at random according to the rates and integrate its velocity correlation. The first is cheapest. The other two look different, and one must know whether they give the same number and how long a trajectory has to be.

I take a weak, uniform, static electric field, no magnetic field, independent impurities, and \(kT\ll E_F\). The electron charge is \(-e\), with \(e>0\).

## Stage 1: two states

Let a one-dimensional conductor have two Fermi points with velocities \(+v\) and \(-v\). An impurity turns one state into the other at rate \(w\). After a short time \(h\), the expected velocity of a particle that started with \(+v\) obeys

\[
u_+(t+h)=(1-wh)\,u_+(t)+wh\,u_-(t)+O(h^2).
\]

The first term covers no jump during \(h\), the second one jump. By symmetry \(u_-=-u_+\), so

\[
\dot u_+=-2w\,u_+,\qquad u_+(t)=v\,e^{-2wt}.
\]

The correlation of initial and later velocity is \(v^2e^{-2wt}\), and its time integral is \(D=v^2/(2w)\).

For the matrix route, let \((Cg)_\pm=w(g_\pm-g_\mp)\). The equation \(C\Lambda=v\) reads \(w(\Lambda_+-\Lambda_-)=v\) at the first point and gives the same condition at the second. With zero mean, \(\Lambda_\pm=\pm v/(2w)\), and the average of \(v\Lambda\) is again \(v^2/(2w)\).

The lifetime \(1/w\) would have given \(v^2/w\), twice too much. A jump here does more than end a free flight: it reverses the velocity, so the next flight cancels part of the first.

## Stage 2: the matrix equation on a general surface

Let \(W(\mathbf k\to\mathbf k')\) be the elastic rate. In the Born approximation it is symmetric, \(W(\mathbf k\to\mathbf k')=W(\mathbf k'\to\mathbf k)\). The net rate at which collisions fill \(\mathbf k\) is

\[
\sum_{\mathbf k'}W\,[f'(1-f)-f(1-f')]=\sum_{\mathbf k'}W\,(f'-f).
\]

The products \(ff'\) cancel because both directions have the same \(W\). This is why a single classical particle can represent the collisions of a degenerate electron gas.

The field gives \(\hbar\dot{\mathbf k}=-e\mathbf E\). In the steady state the drift term balances the collisions:

\[
-\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}W(f'-f).
\]

Write \(f=f_0+\delta f\) with \(\delta f=(-\partial f_0/\partial\varepsilon)\,g\), and keep first order in \(\mathbf E\). On the left, \(\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon\), which gives \((-\partial f_0/\partial\varepsilon)\,e\mathbf E\cdot\mathbf v\). On the right \(f_0\) drops out, since both states have equal energy, and the same factor \((-\partial f_0/\partial\varepsilon)\) comes out of the sum. With

\[
(Cg)(\mathbf k)=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[g(\mathbf k)-g(\mathbf k')],
\]

the equation becomes

\[
Cg=-e\mathbf E\cdot\mathbf v .
\]

Let \(\Lambda_j\) solve \(C\Lambda_j=v_j\). Then \(g=-e\sum_jE_j\Lambda_j\). The current density is

\[
j_i=-\frac{2e}{\mathcal V}\sum_{\mathbf k}v_i\,\delta f
=\frac{2e^2}{\mathcal V}\sum_{\mathbf k}\Big(-\frac{\partial f_0}{\partial\varepsilon}\Big)v_i\sum_j\Lambda_jE_j ,
\]

where \(\mathcal V\) is the volume and 2 counts spin. The two minus signs, from the charge in the force and the charge in the current, have cancelled. For \(kT\ll E_F\) the derivative acts as \(\delta(\varepsilon-E_F)\). Since \(\int d^3k\,\delta(\varepsilon-E_F)=\int dS/(\hbar|\mathbf v|)\), the sum is \(N_F\) times an average \(\langle\cdot\rangle\) over the surface with weight \(dS/(\hbar|\mathbf v|)\):

\[
\sigma_{ij}=e^2N_F\langle v_i\Lambda_j\rangle .
\]

Here \(N_F\) is the density of states per volume and energy, including spin and all valleys.

**Limit: a sphere.** Let the rate depend on the scattering angle \(\theta\) alone, and write \(\sum_{\mathbf k'}W(\cdot)=\langle K(\cdot)\rangle'\), with \(K\) a rate density. In \(\langle K\mathbf v'\rangle'\) the parts of \(\mathbf v'\) perpendicular to \(\mathbf v\) cancel by rotation about \(\mathbf v\), leaving \(\mathbf v\langle K\cos\theta\rangle'\). Hence

\[
C\mathbf v=\frac{\mathbf v}{\tau},\qquad \frac1\tau=\langle K(1-\cos\theta)\rangle' ,
\]

and \(\Lambda_j=\tau v_j\). With \(\langle v_i^2\rangle=v_F^2/3\) and, for a parabolic band, \(N_F=3n/(2E_F)=3n/(mv_F^2)\),

\[
\sigma=e^2\,\frac{3n}{mv_F^2}\,\frac{v_F^2\tau}{3}=\frac{ne^2\tau}{m}.
\]

This is the Drude formula, with the factor \(1-\cos\theta\) supplied by the inversion.

## Stage 3: the jump process

A particle in \(\mathbf k\) waits for an exponentially distributed time with total rate \(\Gamma(\mathbf k)=\sum_{\mathbf k'}W\), then goes to \(\mathbf k'\) with probability \(W/\Gamma\). Let \(u_j(\mathbf k,t)\) be its expected velocity component at time \(t\) after a start in \(\mathbf k\). As in stage 1,

\[
u_j(\mathbf k,t+h)=(1-\Gamma h)u_j(\mathbf k,t)+h\sum_{\mathbf k'}W\,u_j(\mathbf k',t)+O(h^2).
\]

Subtract \(u_j(\mathbf k,t)\), divide by \(h\), and let \(h\to0\):

\[
\partial_tu_j=-Cu_j,\qquad u_j(0)=v_j,\qquad u_j(t)=e^{-Ct}v_j .
\]

The occupation probability of a state changes at the rate \(\sum_{\mathbf k'}W(p'-p)\), again by symmetry of \(W\). Equal occupation of all states is therefore stationary, and in the continuum it is the average \(\langle\cdot\rangle\) of stage 2. Starting from it, the velocity correlation is

\[
A_{ij}(t)=\langle v_i(0)v_j(t)\rangle=\langle v_i\,e^{-Ct}v_j\rangle .
\]

Now use \(C\Lambda_j=v_j\):

\[
\frac{d}{dt}e^{-Ct}\Lambda_j=-e^{-Ct}C\Lambda_j=-e^{-Ct}v_j .
\]

Integration from 0 to \(T\) gives an identity valid at finite time:

\[
\int_0^TA_{ij}(t)\,dt=\langle v_i\Lambda_j\rangle-\langle v_i\,e^{-CT}\Lambda_j\rangle .
\]

It remains to show that the last term vanishes as \(T\to\infty\). From the definition, \(\langle fCg\rangle\) is the double average of \(Kf(g-g')\). Exchanging the two labels turns this into \(Kf'(g'-g)\), since \(K\) is symmetric. Half the sum of both forms is

\[
\langle fCg\rangle=\tfrac12\big\langle\!\big\langle K\,(f-f')(g-g')\big\rangle\!\big\rangle .
\]

So \(C\) is self-adjoint, and \(\langle gCg\rangle\ge0\). Equality requires \(g=g'\) wherever \(K>0\), which means that \(g\) is constant on each part of the surface connected by jumps. These constants are the zero modes. I assume that the other relaxation rates lie above some \(\lambda_1>0\), which holds for any finite grid. Then \(e^{-CT}\Lambda_j\) tends to the mean of \(\Lambda_j\) on each part. Choose that mean to be zero. The result is

\[
\boxed{\;\sigma_{ij}=e^2N_F\langle v_iC^+v_j\rangle=e^2N_F\int_0^\infty\langle v_i(0)v_j(t)\rangle\,dt\;}
\]

where \(C^+\) is the inverse on functions with zero mean on every connected part.

The integral is also a diffusion constant. With displacement \(x_i(t)=\int_0^tv_i\,ds\),

\[
\frac{d}{dt}\frac{\langle x_i^2\rangle}{2}=\langle x_i(t)v_i(t)\rangle=\int_0^tA_{ii}(t-s)\,ds\to D_{ii},
\]

so \(\sigma_{ii}=e^2N_FD_{ii}\).

**How long to integrate.** Expand \(v_i\) in normalized eigenfunctions of \(C\) with coefficients \(c_n\). The missing part of \(D_{ii}\) after time \(T\) is

\[
\sum_n\frac{c_n^2}{\lambda_n}e^{-\lambda_nT}\le D_{ii}\,e^{-\lambda_1T}.
\]

A relative truncation error below 1% is ensured by \(T=\ln(100)/\lambda_1\).

## Stage 4: where the result fails

The average of \(Cg\) over a connected part is zero, because each jump term appears twice with opposite signs. Therefore \(C\Lambda_j=v_j\) has a solution only if \(v_j\) averages to zero on every connected part. A zero average over the whole surface is not enough.

Cut a sphere at its equator and forbid jumps between the halves. The upper half has mean velocity \(v_F/2\) along the axis and the lower half \(-v_F/2\). At long times the correlation no longer decays but approaches \((v_F/2)^2\). Relative to its initial value \(v_F^2/3\), the plateau is \(3/4\). The time integral grows without limit, and the matrix equation has no solution. Physically, a field along the axis moves electrons from one half to the other, and no collision brings them back.

I tested this on the silicon ellipsoid of stage 6, where the ratio is also \(3/4\) because \(v_z\) is proportional to the cosine on the mapped sphere. After 5 ps the propagated correlation is 0.7546 of its initial value. The 0.6% excess comes from the angular quadrature: it integrates \(\cos^2\) exactly, but \(|\cos|\) has a kink at the cut.

## Stage 5: counting jumps

Write \(C=\Gamma(1-P)\), where \(P\) averages a function over the destinations of one jump. Then \(C\Lambda=v\) becomes

\[
\Lambda=\frac v\Gamma+P\Lambda=\frac v\Gamma+P\frac v\Gamma+P^2\frac v\Gamma+\dots
\]

The first term is the lifetime result. The \(n\)th correction is the contribution of the flight after \(n\) jumps. If the series converges, it may differ from the zero-mean \(\Lambda\) by a constant on each part, which carries no current since \(\langle v_i\rangle=0\) there.

Stage 1 shows that convergence is a real condition. There \(Pv=-v\), and the series is \((v/w)(1-1+1-\dots)\). The time integral has no such trouble, because the random waiting times smooth the alternation and give one half.

Two shortcuts can be compared with the inversion. The first uses the initial decay of the correlation. By the Cauchy–Schwarz inequality, applied to \(C^{1/2}v_i\) and \((C^+)^{1/2}v_i\),

\[
\langle v_i^2\rangle^2\le\langle v_iCv_i\rangle\,\langle v_iC^+v_i\rangle,
\qquad
D_{ii}\ge\frac{\langle v_i^2\rangle^2}{\langle v_iCv_i\rangle}.
\]

Equality holds if \(v_i\) is an eigenfunction, as on the sphere. The second shortcut keeps the sphere's recipe locally, \(1/\tau(\mathbf k)=\langle K(1-\mathbf v\cdot\mathbf v'/v^2)\rangle'\). On an anisotropic surface it is an approximation, because \(\langle K\mathbf v'\rangle'\) need not be parallel to \(\mathbf v\) and \(\tau(\mathbf k)\) may vary over the surface.

## Stage 6: doped silicon

The conduction band of silicon has six ellipsoidal valleys, so the velocity is not an eigenfunction of \(C\) with a single rate. I take \(n=10^{20}\) cm\(^{-3}\) electrons, equally many ionized donors, and 4.2 K. The masses 0.92 and 0.19 (in units of the free electron mass) and the permittivity 11.7 are rough typical values. The density-of-states mass is \(m_d=(0.92\times0.19^2)^{1/3}=0.321\).

Each valley holds \(n/6\) electrons, so \(k_F=(3\pi^2n/6)^{1/3}=0.790\) nm\(^{-1}\), \(E_F=0.0740\) eV and \(N_F=2.027\) eV\(^{-1}\) nm\(^{-3}\). Setting \(k_i=\sqrt{m_i/m_d}\,k_Fn_i\), with \(\mathbf n\) a unit vector, maps the ellipsoid to a sphere. The map preserves volume and makes the energy depend on the radius alone, so the weight is uniform on the sphere. The anisotropy remains in \(v_i=\hbar k_i/m_i\) and in the momentum transfer \(q\).

With Thomas–Fermi screening, \(V(q)=e^2/[\epsilon(q^2+q_s^2)]\) and \(q_s^2=e^2N_F/\epsilon\), where \(\epsilon\) is the absolute permittivity; here \(q_s=1.77\) nm\(^{-1}\). Spin and valley are conserved, so one twelfth of \(N_F\) is available as final states:

\[
K=K_0\left(\frac{q_s^2}{q^2+q_s^2}\right)^2,\qquad
K_0=\frac{2\pi}{\hbar}\,n\,V(0)^2\,\frac{N_F}{12}.
\]

Since \(V(0)=1/N_F\), this is \(K_0=\pi n/(6\hbar N_F)\). With \(n=0.1\) nm\(^{-3}\) and \(\hbar=0.658\) eV fs it gives 0.0393 fs\(^{-1}\), or 39.3 ps\(^{-1}\).

Each valley is one connected part, and its mean velocity vanishes by inversion about its centre. The collision matrix on 448 surface points has one zero mode, as tested; its next rate is \(\lambda_1=11.4\) ps\(^{-1}\). Inversion gives \(D_l=8.27\) cm\(^2\)/s along the long axis and \(D_t=25.16\) cm\(^2\)/s across it. Along any crystal axis, two valleys contribute \(D_l\) and four \(D_t\):

\[
\bar D=\frac{8.27+2\times25.16}{3}=19.53\ \text{cm}^2/\text{s}.
\]

From \(\sigma=ne\mu=e^2N_F\bar D\), the mobility is \(\mu=eN_F\bar D/n\). Here \(eN_F/n=20.27\) V\(^{-1}\), hence \(\mu=396\) cm\(^2\)/Vs and \(\sigma=6340\) S/cm.

**Time integral and trajectories.** Propagating the velocity with \(e^{-Ct}\) in steps of 2 fs up to 3 ps and integrating the correlation reproduces the inverted value to about one part in \(10^8\). A simulation without a surface grid provides a more independent test. Candidate jumps occur at rate \(K_0\) with a uniformly chosen destination on the mapped sphere and are accepted with probability \(K/K_0\), which yields the rate density \(K\). With 400,000 trajectories of 30 candidates each, the mobility is \(393.5\pm2.0\) cm\(^2\)/Vs, 1.1 standard errors from the inversion.

By the truncation rule, \(4.61/11.4\) ps, or about 0.40 ps, is enough to keep the error within 1%; a shorter time may suffice. That is seven times the mean correlation time of 58 fs.

**Limit of equal masses.** Replacing both masses by \(m_d\), at fixed density and screening, gives 310.45 cm\(^2\)/Vs from the matrix and the same from the Drude formula with the \(1-\cos\theta\) rate.

**Reading the correlation.** Define a time for each direction by \(\tau_i=D_{ii}/\langle v_i^2\rangle\), with \(\langle v_i^2\rangle=\hbar^2k_F^2/(3m_im_d)\). This gives about 88 fs along the long axis and 55 fs across it. The difference follows the kernel. Reversing \(\mathbf k\) along the long axis needs \(q=2k_F\sqrt{0.92/0.321}=2.67\) nm\(^{-1}\), for which \(K/K_0=0.09\). Across it, \(q=1.22\) nm\(^{-1}\) and \(K/K_0=0.46\). Longitudinal velocity is harder to reverse.

Each direction enters the total correlation with a weight proportional to \(1/m_i\). With one longitudinal and two transverse directions, the weights are 0.094 and 0.906. Two exponentials with these weights and times predict 0.0336 of the initial value at 200 fs. The propagated correlation is 0.0337, while a single exponential with the mean time of 58.1 fs would give 0.0320.

**Which procedure is needed?** The flights before and after successive jumps contribute 331.7, 50.2, 9.8 and 2.6 cm\(^2\)/Vs. Lifetimes alone are thus 16% below the inverted value. Screened donors favour small \(q\), so a jump leaves part of the velocity intact; in stage 1 it reversed the velocity, and the lifetime result erred the other way. The local \(1-\cos\) recipe gives 391.8, or 1.0% low. The initial-decay bound, taken for each direction separately, gives 395.1, or 0.2% low: the relaxation rates that make up each component spread by only about 4% around their mean, which differs between the two directions. For this kernel and surface the bound would do. The inversion is what establishes that.

## The model beside real silicon

Measured mobilities of silicon with this donor density are roughly 100 cm\(^2\)/Vs, so the model value is about four times too high. Among the assumptions whose effect I estimated, the Born approximation and constant Thomas–Fermi screening matter most. For an isotropic mass, partial waves in the same potential raise the transport rate by a factor 1.62. Screening that weakens with \(q\), treated in Born approximation, raises it by 1.44. With the ellipsoidal masses kept, and all six valleys screening, the same change lowers the mobility by a factor 1.60. If 1.62 and 1.60 could be multiplied, they would lower 396 to about 150 cm\(^2\)/Vs. That product is a guide to size, not a corrected result: the Friedel sum of the phase shifts is 1.20 instead of 1, so the assumed potential attracts too much screening charge. Raising \(q_s\) to 1.94 nm\(^{-1}\) makes the sum 1 and reduces the factor 1.62 to 1.23, still relative to the Born rate at the original \(q_s\); with 1.60 unchanged, the product would then give about 200 cm\(^2\)/Vs.

If the rate density for jumps between two valleys is taken as constant over both, such jumps add a loss rate \(r\), replacing \(C\) by \(C+r\), because the velocity averages to zero in the new valley. A Coulomb estimate with unit Bloch overlap, with \(q\) fixed at the shortest distance between valley centres (reciprocal lattice vectors may be added), lowers 396 to 358 cm\(^2\)/Vs. The constant rate is a crude assumption for the two valleys on one axis, where \(q\) varies strongly over the surfaces; keeping that variation gives about 347. The short-range potential inside the donor cell and correlations between donor positions are not estimated; I conjecture that they account for part of the remaining gap.

Other effects are smaller at 4.2 K. Thermal smearing is set by \(kT/E_F=0.005\) and nonparabolicity by a parameter of 0.04. The model has \(k_Fl=15\), with \(l\) the mean free path, which supports independent scattering events. Scaled to the rough measured mobility, however, \(k_Fl\) is near 4, and interference between scattering events deserves more caution. At 300 K, \(kT/E_F=0.35\), so one energy shell no longer suffices, and phonons can no longer be neglected. The model mobility is 0.28 times a rough lattice mobility of 1400 cm\(^2\)/Vs. That lattice value belongs to lightly doped silicon; if acoustic phonons dominate, their rate at \(E_F\) is higher, about 0.36 times the model's impurity rate.

In a field of 10 V/cm an electron moving along the electric force gains about 0.05 \(kT\) over one mean free path of 18 nm at 4.2 K. Elastic collisions cannot remove this energy. Joule heating is second order in the field and so absent from the linear conductivity, but a real steady state needs inelastic scattering to carry the heat away.

The main values are in the numerical output below.

## Numbers as computed

```
electron and donor density: 1e+20 cm^-3
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
density-of-states mass: 0.3214 m0
relative permittivity: 11.7
temperature: 4.2 K
mean Fermi wave number kF: 0.7902 nm^-1
Fermi energy: 0.07402 eV
density of states N_F: 2.027 eV^-1 nm^-3
screening wave number: 1.77 nm^-1
max rate density K0: 39.25 ps^-1
states on grid: 448
smallest exit rate: 16.98 ps^-1
largest exit rate: 21.7 ps^-1
slowest nonzero relaxation rate: 11.39 ps^-1
one-valley D longitudinal: 8.2696 cm2/s
one-valley D transverse: 25.156 cm2/s
mobility, matrix inversion: 395.728981 cm2/Vs
mobility, time integral: 395.728984 cm2/Vs
mobility, simulated jumps: 393.5 cm2/Vs
standard error of simulation: 2.0 cm2/Vs
conductivity: 6340 S/cm
resistivity: 0.1577 mOhm cm
normalized correlation at 50 fs: 0.4182
normalized correlation at 100 fs: 0.1773
normalized correlation at 200 fs: 0.03368
mobility term after 0 jumps: 331.65 cm2/Vs
mobility term after 1 jumps: 50.16 cm2/Vs
mobility term after 2 jumps: 9.84 cm2/Vs
mobility term after 3 jumps: 2.64 cm2/Vs
mobility, sum of jump series: 395.73 cm2/Vs
mobility, initial-decay bound: 395.08 cm2/Vs
mobility, local 1-cos recipe: 391.75 cm2/Vs
isotropic-mass mobility, matrix: 310.45 cm2/Vs
isotropic-mass mobility, Drude: 310.45 cm2/Vs
cut surface: plateau / initial value: 0.7546
correlation time: 58.12 fs
mean free path: 18.45 nm
kF times mean free path: 14.58
beyond-Born / Born transport rate: 1.622
Friedel sum (1 = full screening): 1.204
Lindhard / Thomas-Fermi rate: 1.442
mobility with intervalley estimate: 358.4 cm2/Vs
nonparabolicity times Fermi energy: 0.03701
kT / Fermi energy at 4.2 K: 0.00489
kT / Fermi energy at 300 K: 0.3493
rough lattice mobility at 300 K: 1400 cm2/Vs
phonon / impurity rate at 300 K: 0.2827
example field: 10 V/cm
field energy per free path / kT: 0.05098
```
